# How the Thermal Breakdown Voltage Falls with Ambient Temperature

## The decision

The breakdown voltage of a warm, slightly conducting plate has been calculated for one ambient temperature. The surroundings then turn out to be 10 K warmer. Must the search for the critical state be repeated, or does the finished calculation already contain the correction?

It does contain it, to first order in the temperature change. If the plate is hotter than its surroundings by $\Delta T_c$ at the point of breakdown, its temperature is nearly uniform, its conductance does not depend on the field, and the cooling is linear with a constant coefficient, then

$$\frac{d\ln V_b}{dT_0}=-\frac{1}{2\,\Delta T_c}. \tag{1}$$

Here $V_b$ is the breakdown voltage and $T_0$ the ambient temperature. The critical temperature itself moves when $T_0$ changes, yet its movement does not appear in (1). The notes below show why, and where the formula stops being usable.

## The balance and the meaning of breakdown

Let the body have one uniform temperature $T$, heat capacity $C$ and conductance $G(T)$, which does not depend on the field. The voltage $V$ is held fixed; for alternating voltage it is the rms value, with a cycle much shorter than the thermal response. Cooling removes the power $\Lambda(T-T_0)$, where $\Lambda$ depends on neither $T$ nor $T_0$. Then

$$C\frac{dT}{dt}=V^2G(T)-\Lambda(T-T_0). \tag{2}$$

Setting the left side to zero gives the squared voltage that would hold the body steadily at $T$:

$$V^2=F(T,T_0),\qquad F(T,T_0)=\frac{\Lambda(T-T_0)}{G(T)}. \tag{3}$$

With this function, (2) becomes

$$C\frac{dT}{dt}=G(T)\,[\,V^2-F(T,T_0)\,]. \tag{4}$$

Since $G>0$, the body warms where $F<V^2$ and cools where $F>V^2$. A steady state on a rising part of $F$ is therefore stable: slightly above it $F$ exceeds $V^2$ and the body cools back, while slightly below it the body warms. On a falling part the signs are reversed and the state is unstable.

Suppose $F$ rises from zero at $T=T_0$ to a first maximum at $T_c$. A body that starts at $T_0$ with $V^2<F(T_c,T_0)$ warms until it meets the rising branch, and stops there. With $V^2>F(T_c,T_0)$ it meets no steady state up to $T_c$ and runs through. Hence

$$V_b^2=F(T_c,T_0),\qquad \left.\frac{\partial F}{\partial T}\right|_{T_c}=0,\qquad \Delta T_c=T_c-T_0. \tag{5}$$

## First case: exponential conductance

Take $G=G_r\exp[(T-T_r)/a]$, with a constant temperature scale $a$ and a reference temperature $T_r$. Then

$$\ln F=\ln\frac{\Lambda}{G_r}+\ln(T-T_0)-\frac{T-T_r}{a},\qquad
\frac{\partial\ln F}{\partial T}=\frac1{T-T_0}-\frac1a .$$

The derivative is positive for $T-T_0<a$ and negative beyond, so there is one maximum, at $T_c=T_0+a$. Inserting it,

$$\ln V_b=\tfrac12\ln F(T_c,T_0)=\tfrac12\ln\frac{\Lambda a}{G_r}-\frac{T_0+a-T_r}{2a},\qquad \frac{d\ln V_b}{dT_0}=-\frac1{2a}.$$

Since $a=\Delta T_c$, this is (1). The factor $\tfrac12$ comes from heating that is quadratic in voltage. In this case $T_c$ follows the ambient kelvin for kelvin and the overheating stays fixed.

As a limit, let $a\to\infty$ with $G(T_0)$ fixed. The conductance no longer responds to temperature, and $V_b^2=\Lambda a/[e\,G(T_0)]$ grows without bound. There is no thermal breakdown without feedback from temperature to conductance.

## Second case: Arrhenius conductance

Now let

$$G(T)=G_\infty e^{-\theta/T},\qquad \theta=\frac{E_a}{k},$$

with activation energy $E_a$ and Boltzmann constant $k$. Then

$$\ln F=\ln\frac{\Lambda}{G_\infty}+\ln(T-T_0)+\frac{\theta}{T},\qquad
\frac{\partial\ln F}{\partial T}=\frac{1}{T-T_0}-\frac{\theta}{T^2}. \tag{6}$$

Stationarity requires $T^2=\theta(T-T_0)$, that is $T^2-\theta T+\theta T_0=0$, with roots

$$T_\pm=\frac{\theta}{2}\left[1\pm\sqrt{1-\frac{4T_0}{\theta}}\right]. \tag{7}$$

They are real and distinct for $T_0<\theta/4$. To tell which is the maximum, differentiate (6) again:

$$\frac{\partial^2\ln F}{\partial T^2}=-\frac1{(T-T_0)^2}+\frac{2\theta}{T^3}.$$

At a root, $T-T_0=T^2/\theta$. Thus $2\theta/T^3=(\theta^2/T^4)(2T/\theta)=(2T/\theta)/(T-T_0)^2$, and

$$\frac{\partial^2\ln F}{\partial T^2}=-\frac{c}{(T-T_0)^2},\qquad c=1-\frac{2T}{\theta}. \tag{8}$$

The lower root lies below $\theta/2$, has $c>0$, and is the maximum: $T_c=T_-$. The upper root is a minimum. Beyond it $F$ rises again, because the Arrhenius conductance saturates at $G_\infty$ while the cooling power keeps growing. So $V_b$ is a local maximum of the steady voltage. For strong activation, as in the plate below, the formal steady states beyond the minimum lie far above any melting point and have no physical meaning. For weak activation the hot steady state reached at $V_b$ comes down only close to the limit $T_0=\theta/4$: at $T_0=400$ K it lies near 1740 K for $E_a=0.15$ eV and near 8300 K for 0.2 eV. Cooling is no longer linear at such temperatures, and radiation from a black surface can remove the maximum altogether.

### The derivative

By (5), $2\ln V_b(T_0)=\ln F\big(T_c(T_0),T_0\big)$. The curvature (8) is not zero, so the implicit function theorem makes $T_c(T_0)$ differentiable, and the chain rule gives

$$2\frac{d\ln V_b}{dT_0}=\underbrace{\frac{\partial\ln F}{\partial T}\bigg|_{T_c}}_{=0}\frac{dT_c}{dT_0}+\frac{\partial\ln F}{\partial T_0}\bigg|_{T_c}. \tag{9}$$

The first term vanishes because $T_c$ is a stationary point, whatever the finite value of $dT_c/dT_0$. This is the envelope theorem: the derivative of a maximum with respect to a parameter is the partial derivative at the maximizing point. In the second term $T$ is held fixed. Only $\ln(T-T_0)$ contains $T_0$, so

$$\frac{\partial\ln F}{\partial T_0}\bigg|_{T_c}=-\frac1{T_c-T_0}.$$

Dividing by two gives (1).

In physical terms, a warmer ambient reduces the heat that can be removed at a given body temperature, by the fraction $dT_0/\Delta T_c$. The permitted heating $V^2G$ falls by the same fraction, and the voltage by half of it. Readjusting the body temperature gains nothing at first order, because the top of the curve is flat.

### The long road

The movement of $T_c$ can also be followed explicitly. Differentiating $T_c^2=\theta(T_c-T_0)$ with respect to $T_0$, with a prime for the derivative,

$$2T_cT_c'=\theta(T_c'-1)\quad\Rightarrow\quad T_c'=\frac{\theta}{\theta-2T_c}=\frac1c>1. \tag{10}$$

The critical temperature moves faster than the ambient. Now differentiate $2\ln V_b=\ln\Delta T_c+\theta/T_c+\text{const}$:

$$2\frac{d\ln V_b}{dT_0}=\frac{T_c'-1}{\Delta T_c}-\frac{\theta T_c'}{T_c^2}
=\frac{T_c'-1}{\Delta T_c}-\frac{T_c'}{\Delta T_c}=-\frac1{\Delta T_c}, \tag{11}$$

where $\theta/T_c^2=1/\Delta T_c$ was used. The two terms in $T_c'$ cancel, as the envelope theorem says they must.

### Closed forms

From $\Delta T_c=T_c^2/\theta$,

$$\ln\frac{G(T_c)}{G(T_0)}=\theta\left(\frac1{T_0}-\frac1{T_c}\right)=\frac{\theta\,\Delta T_c}{T_0T_c}=\frac{T_c}{T_0},$$

and therefore

$$V_b^2=\frac{\Lambda\,\Delta T_c}{G(T_0)}\,e^{-T_c/T_0},\qquad
\frac{d\ln V_b}{dT_0}=-\frac{E_a}{2kT_c^2}. \tag{12}$$

The second form shows that the slope depends on $E_a$ and $T_0$ alone. An error in $\Lambda$ or in the size of the conductance changes $V_b$ but not its relative rate of fall.

If $\ln V_b^2$ is plotted against $1/T_0$, then $d(1/T_0)=-dT_0/T_0^2$ gives the apparent activation energy

$$E_{\rm app}=k\frac{d\ln V_b^2}{d(1/T_0)}=\frac{kT_0^2}{\Delta T_c}=E_a\left(\frac{T_0}{T_c}\right)^2, \tag{13}$$

which is lower than $E_a$. The conductance at the moving $T_c$ would by itself give $E_a(T_0/T_c)^2/c$, which is close to $E_a$ for $T_0\ll\theta$. The reduction comes from the overheating $\Delta T_c$, which grows with the ambient temperature and offsets part of the fall in $V_b$.

### Two limits

For $x=T_0/\theta\ll1$, the first approximation to $\Delta T_c=T_c^2/\theta$ is $T_0^2/\theta$. Putting $T_c\approx T_0(1+x)$ back in gives

$$\Delta T_c\approx\frac{kT_0^2}{E_a}(1+2x).$$

At leading order this is the exponential case with $a=kT_0^2/E_a$, and the conductance ratio tends to $e$.

At the other end, $T_0\to\theta/4$ from below, $T_c\to\theta/2$ and $\Delta T_c\to\theta/4$. The slope tends to $-2/\theta$, while $T_c'$ diverges. At $T_0=\theta/4$ maximum and minimum merge, and for higher ambient $F$ rises throughout, so this model has no breakdown voltage. On a temperature grid, $F$ had a falling part for $\theta=4.2\,T_0$ and none for $\theta=3.8\,T_0$.

The slope law was tested by maximizing $F$ numerically and taking finite differences in $T_0$. The five pairs $(E_a,T_0)$ were (0.15 eV, 400 K), (0.2 eV, 400 K), (0.4 eV, 300 K), (0.85 eV, 425 K) and (1.2 eV, 350 K). The first lies near the limit of existence. The largest relative deviation from (1) was $1.2\times10^{-7}$.

## A plate in numbers

A plate of thickness $d=1.0$ mm carries a 50 Hz voltage between blackened electrodes that cover its faces. Per unit area, $G$ becomes $\sigma/d$, with conductivity $\sigma$, and $\Lambda$ becomes $H$, the cooling coefficient of both faces together; the area cancels. The inputs are $E_a=0.85$ eV, $\sigma=5\times10^{-7}$ S/m at $T_0=425$ K, and $H=45$ W/(m² K).

With $\theta=9864$ K, (7) gives $T_c=445.08$ K and

$$\Delta T_c=\frac{445.08^2}{9864}=20.08\ \text{K}.$$

The leading estimate $kT_0^2/E_a$ is 18.31 K, about 9% lower. From (12), with $e^{T_c/T_0}=2.850$,

$$V_b=\left[\frac{45\times10^{-3}\times20.08}{5\times10^{-7}\times2.850}\right]^{1/2}\text{V}\approx796\ \text{V},$$

$$\frac{d\ln V_b}{dT_0}=-\frac1{2\times20.08\ \text{K}}=-2.49\ \%/\text{K}.$$

In the long road (11), the changing overheating contributes $+0.25$ %/K and the changing conductivity $-2.74$ %/K, with $T_c'=1.10$. Their sum is again $-2.49$ %/K.

For the ambient 10 K warmer, a constant slope gives the factor $e^{-10/(2\times20.08)}=0.780$. Direct maximization gives 0.784, or 625 V. The small difference has a definite sign: differentiating (1),

$$\frac{d^2\ln V_b}{dT_0^2}=\frac{T_c'-1}{2\Delta T_c^2}>0,$$

so the relative fall becomes gentler as the ambient warms. For 10 K this adds $\tfrac12(10)^2\times0.0992/(2\times20.08^2)=0.006$ to $\ln V_b$, which accounts for the difference. The slope is $-2.83$ %/K at 400 K, where $V_b=1546$ V, and $-2.21$ %/K at 450 K, where $V_b=443$ V. With linear cooling, the old calculation therefore suffices here for a change of 10 K, with an error in $V_b$ below 1%; over 50 K the slope must be updated.

One can also ask what is lost by keeping the old $T_c$ in $F$ after the ambient has risen by $\delta$. The true maximum lies $\delta/c$ away. With (8), $\ln V_b$ is then underestimated by

$$\frac12\cdot\frac12\cdot\frac{c}{\Delta T_c^2}\left(\frac{\delta}{c}\right)^2=\frac{\delta^2}{4c\,\Delta T_c^2},$$

where one factor $\tfrac12$ comes from the Taylor series and the other from $\ln V=\tfrac12\ln F$. For $\delta=1$ K and $c=0.91$ this is $6.8\times10^{-4}$; the direct value is $7.0\times10^{-4}$. Doubling a small $\delta$ was tested to multiply the error by about four, as a second-order error requires.

## How long breakdown takes

Just above $V_b$ the plate lingers near $T_c$. Put $V=(1+\epsilon)V_b$ and $u=(T-T_c)/\Delta T_c$. Equation (4) can be written $C\,dT/dt=\Lambda(T-T_0)\,[V^2/F-1]$. Near $T_c$ the prefactor is about $\Lambda\Delta T_c$, and (8) gives $V^2/F-1\approx2\epsilon+cu^2/2$. With $\tau=C/\Lambda$,

$$\tau\frac{du}{dt}\approx2\epsilon+\frac{c}{2}u^2,\qquad
t\approx\tau\int_{-\infty}^{\infty}\frac{du}{2\epsilon+cu^2/2}=\frac{\pi\tau}{\sqrt{c\,\epsilon}}. \tag{14}$$

A volume heat capacity of $2.25\times10^6$ J/(m³ K) makes $\tau=50$ s. For $\epsilon=0.01$ the estimate is about 1650 s. Integrating (2) from the ambient temperature to $T_c+60$ K gives 1478 s; the estimate is longer partly because its limits are infinite. At $0.99\,V_b$ the plate settles at 441.2 K. A voltage test of a few minutes could thus pass a plate that is 1% above its steady breakdown voltage.

## Third case: other conductances and other cooling

Nothing in (9) used the Arrhenius form. For any smooth $G(T)$ with a maximum of $F$ of nonzero curvature, (1) holds with that conductance's own $\Delta T_c$. Ionic conductivity, for instance, often carries a prefactor $1/T$. Then $d\ln G/dT=\theta/T^2-1/T$, the feedback is weaker, and the overheating rises to 21.13 K at the same $E_a$ and the same conductivity at 425 K. The slope is $-1/(2\times21.13\ \text{K})=-2.37$ %/K, 5% smaller in size than before, and $V_b$ is 2.4% higher.

The linear cooling law does matter. For a general cooling power $P(T,T_0)$, $F=P/G$, and the same argument gives

$$\frac{d\ln V_b}{dT_0}=\frac12\,\frac{\partial\ln P}{\partial T_0}\bigg|_{T_c}. \tag{15}$$

For linear cooling $\partial\ln P/\partial T_0=-1/(T_c-T_0)$, and (1) returns. Radiation from both faces, with emissivity $\varepsilon$ and Stefan–Boltzmann constant $\sigma_{\rm SB}$, gives

$$P=2\varepsilon\sigma_{\rm SB}(T^4-T_0^4)+H_c(T-T_0),\qquad
\frac{\partial P}{\partial T_0}=-(8\varepsilon\sigma_{\rm SB}T_0^3+H_c),$$

per unit area. With $\varepsilon=0.9$ the radiative term is 31.3 W/(m² K) at 425 K, so $H_c=13.7$ W/(m² K) keeps the total at 45 for small overheating. The overheating at breakdown becomes 21.26 K. Equation (1) with this value would give $-2.35$ %/K, but the actual slope is 10.4% smaller in size than the linear result, $-2.23$ %/K. The rest of the change arises because $P$ at $T_c$ exceeds $H\Delta T_c$, so a given ambient rise removes a smaller fraction of it. $V_b$ rises by 2.6%, and for a 10 K warmer ambient (1) with 21.26 K underestimates the new $V_b$ by 1.8%. Free convection is also nonlinear. For $P\propto(T-T_0)^{5/4}$ alone, (15) gives $-5/(8\Delta T_c)$; with a coefficient of 45 W/(m² K) at 20 K overheating, $\Delta T_c=25.75$ K and the slope is $-2.43$ %/K, where (1) would give $-1.94$ %/K.

## Beside a real plate

The inputs are rough values in the regime of soda-lime glass, an ionic conductor whose conductivity depends strongly on composition. The 796 V is therefore an illustration, not a prediction for a given glass. The emissivity suits blackened electrodes; bare metal radiates much less. Among the effects sized here, radiation moves the slope most, by 10%, followed by the $1/T$ prefactor, by 5% at the same nominal $E_a$. If $E_a$ is instead refitted so that $\sigma(T)$ keeps its logarithmic slope at 425 K ($\theta\to\theta+425$ K), the prefactor changes the slope by only 0.2%. The temperature profile inside the plate, for a thermal conductivity of 1 W/(m K), lowers $V_b$ by 0.2% and leaves the slope unchanged to the printed 0.01%. Field-enhanced hopping, dipolar loss, electrode impedance and temperature ripple are smaller than 1% for the values in the numerical output. Steady voltage is a different matter: ions can pile up at blocking electrodes, and the uniform ohmic conductance assumed here then fails. Heat loss at the plate's edges was not sized.

The peak field at breakdown is 0.011 MV/cm, below a rough electrical strength of 0.1 MV/cm, so thermal breakdown comes first in this example. In a colder ambient $V_b$ rises, and electrical breakdown can take over; (1) then no longer describes the limiting voltage. As a rule for correcting a calculated limit, (1) needs thermal breakdown to be the active mechanism, a conductance independent of the field, a nearly uniform temperature, near-linear cooling, and an ambient change small enough that $\Delta T_c$ hardly varies. Uniformity means $Hd/4\kappa\ll1$, with $\kappa$ the thermal conductivity; this number is 0.011 in the example. When it equals 1, the slope itself is almost unchanged, but it is 1.14 times the value of (1) taken with the overheating of the centre and 0.78 times that taken with the overheating of the surface.

## Numbers as computed

```
Activation energy: 0.85 eV; theta = Ea/k: 9864 K
Ambient: 425 K; conductivity there: 5.0e-07 S/m
Thickness: 1.0 mm; cooling, both faces: 45 W/(m^2 K)
Highest ambient with a maximum, theta/4: 2466 K
Upper stationary point (minimum): 9419 K
Critical temperature T_c: 445.08 K
Critical overheating dT_c: 20.083 K
Leading estimate k*T0^2/Ea: 18.312 K
Conductivity ratio sigma(T_c)/sigma(T0): 2.8498
Breakdown voltage V_b (rms): 796.4 V
Slope of ln V_b, finite difference: -2.4896 %/K
Slope of ln V_b, -1/(2 dT_c): -2.4896 %/K
Largest relative slope error, five cases: 1.2e-07
Shift dT_c(abs. temperature)/dT0: 1.0992 K/K
Slope part from ln(dT_c): +0.2470 %/K
Slope part from ln sigma(T_c): -2.7366 %/K
Error of ln V with T frozen, 1 K rise: 7.03e-04
Apparent activation energy: 0.7750 eV
V_b at ambient 10 K higher: 624.6 V
Ratio for 10 K, direct: 0.7843
Ratio for 10 K, constant slope: 0.7796
Ambient 400 K: dT_c 17.69 K, V_b 1546 V, slope -2.827 %/K
Ambient 425 K: dT_c 20.08 K, V_b 796 V, slope -2.490 %/K
Ambient 450 K: dT_c 22.65 K, V_b 443 V, slope -2.208 %/K
Volume heat capacity: 2.25e+06 J/(m^3 K)
Thermal time constant: 50.0 s
At 0.99 V_b the plate settles at: 441.17 K
At 1.01 V_b it passes T_c + 60 K after: 1478 s
Thermal conductivity: 1.0 W/(m K)
Inner profile: V_b -0.19 %, slope size +0.00 %
Emissivity: 0.9; radiative part of H: 31.3 W/(m^2 K)
Radiation: V_b +2.59 %, slope size -10.37 %
Radiation: overheating at breakdown 21.26 K
1/T prefactor: V_b +2.39 %, slope size -4.97 %
1/T prefactor: overheating at breakdown 21.13 K
Peak field: 0.0113 MV/cm; rough strength: 0.1 MV/cm
Hop length 1 nm: conductivity gain at peak 3.9e-05
Dipolar loss (eps'' = 0.2) / conduction loss: 1.1e-03
Electrode capacitance, each: 0.1 F/m^2
Electrode / plate impedance at 50 Hz: 9.1e-05
Temperature ripple amplitude in the cycle: 6.4e-04 K
```
